# Square-root growth of several layers from coupled flux balances

## Result

A thick metal takes up oxygen from a gas and forms phases $k=1,\dots,N+1$, counted from the gas side. The last phase is the metal itself. Let $X$ be the number of oxygen atoms per metal atom, and let $y$ measure depth by counting metal atoms. If diffusion alone limits the growth, the $N$ phase boundaries lie at

$$y_j=2\lambda_j\sqrt t ,\qquad j=1,\dots,N,$$

and the constants $\lambda_j$ satisfy together

$$\mu_j\lambda_j=G_j e^{-\lambda_j^2/\Delta_j}-G_{j+1}e^{-\lambda_j^2/\Delta_{j+1}},\qquad G_k=\sqrt{\frac{\Delta_k}{\pi}}\,\frac{\delta_k}{E_k}, \tag{1}$$

$$E_k=\operatorname{erf}\frac{\lambda_k}{\sqrt{\Delta_k}}-\operatorname{erf}\frac{\lambda_{k-1}}{\sqrt{\Delta_k}},\qquad \lambda_0=0,\quad \lambda_{N+1}=\infty .$$

Here $\delta_k$ is the fall of $X$ across phase $k$, $\mu_j$ its jump down at boundary $j$, and $\Delta_k$ the diffusivity in the coordinate $y$. For positive $\delta_k$ and $\mu_j$ there is exactly one solution with $0<\lambda_1<\dots<\lambda_N$, that is, with every layer of positive thickness. Equations (1) can also have roots with negative or disordered $\lambda_j$; these have no physical meaning, and a numerical search must exclude them.

The assumptions are: planar layers that swell only along their normal; immobile metal atoms; constant diffusivity $D_k$ and metal density $n_k$ in each phase; local equilibrium at the surface and at all boundaries; constant temperature; a uniform, effectively infinite metal without layers at $t=0$.

## The coordinate that absorbs swelling

Zirconium oxide, the example below, occupies about 1.5 times the volume of the metal it came from. Let $n_0$ be the metal density of the unoxidised metal and set $dy=(n/n_0)\,dx$, where $x$ is real distance. A metal atom keeps its $y$, so the gas surface stays at $y=0$. The oxygen concentration is $nX$, and its flux relative to the metal atoms is

$$-D\frac{\partial (nX)}{\partial x}=-Dn\,\frac{n}{n_0}\frac{\partial X}{\partial y}.$$

Dividing by $n_0$ gives

$$J=-\Delta_k\frac{\partial X}{\partial y},\qquad \Delta_k=D_k\left(\frac{n_k}{n_0}\right)^2 .$$

Conservation between two marked metal atoms then gives $\partial X/\partial t=\Delta_k\,\partial^2X/\partial y^2$. In this equation swelling enters through $\Delta_k$ alone; converting $y$ back to real distance also needs the ratio $n_0/n_k$.

## One boundary

Take an oxide on a metal that dissolves no oxygen. When the boundary advances by $dy_1$, a strip of metal must be filled from $X=0$ to the inner oxide value $\mu_1$. The flux arriving from the oxide pays for this:

$$\mu_1\frac{dy_1}{dt}=J_1(y_1).$$

The problem contains no fixed length, so try $X=f(z)$ with $z=y/(2\sqrt{\Delta_1 t})$. Then $\partial X/\partial t=-(z/2t)f'$ and $\Delta_1\partial^2X/\partial y^2=f''/(4t)$, hence $f''=-2zf'$ and $f'\propto e^{-z^2}$. The boundary composition is constant, so the boundary must sit at constant $z$, which means $y_1=2\lambda_1\sqrt t$. Fitting the fall $\delta_1$ between $z=0$ and $z_1=\lambda_1/\sqrt{\Delta_1}$ gives

$$X=X(0)-\delta_1\frac{\operatorname{erf}z}{\operatorname{erf}z_1},\qquad J_1(y_1)=\sqrt{\frac{\Delta_1}{\pi t}}\frac{\delta_1}{\operatorname{erf}z_1}e^{-z_1^2}.$$

With $dy_1/dt=\lambda_1/\sqrt t$ the time cancels, leaving

$$\sqrt\pi\,z_1e^{z_1^2}\operatorname{erf}z_1=\frac{\delta_1}{\mu_1}.$$

**Limit.** For $\delta_1\ll\mu_1$ the left side is $2z_1^2(1+\tfrac23z_1^2+\dots)$. To leading order $2\mu_1\lambda_1^2=\Delta_1\delta_1$, the parabolic law of a straight profile. The next term lowers $\lambda_1$ by the fraction $\delta_1/(6\mu_1)$.

Numbers for an oxide on zirconium, with parameters explained below: $\Delta_1=8.89\times10^{-7}$ cm²/s, $\delta_1=0.05$, $\mu_1=1.95$. The leading order gives $\lambda_1=1.068\times10^{-4}$ cm/s$^{1/2}$. After 300 s, with a swelling ratio $n_0/n_1=1.5$, the oxide thickness is $1.5\times2\lambda_1\sqrt{300}=55.5$ µm. Numerical solution of the full equation gives 55.2 µm, and the predicted reduction is $0.05/(6\times1.95)=0.4\,\%$.

## Several boundaries

Boundary $j$ now receives oxygen from phase $j$ and loses some to phase $j+1$:

$$\mu_j\frac{dy_j}{dt}=J_j(y_j)-J_{j+1}(y_j).$$

The similarity argument holds in each phase. The profile is again an error function, now fitted between $\lambda_{k-1}/\sqrt{\Delta_k}$ and $\lambda_k/\sqrt{\Delta_k}$:

$$\frac{\partial X}{\partial y}=-\frac{\delta_k}{E_k}\frac{2}{\sqrt\pi}e^{-y^2/(4\Delta_kt)}\frac1{2\sqrt{\Delta_kt}},\qquad J_k=\frac{G_k}{\sqrt t}e^{-y^2/(4\Delta_kt)} .$$

Inserting $y_j=2\lambda_j\sqrt t$ gives (1). Each equation contains up to three neighbouring $\lambda$, so no boundary can be computed by itself. The real thickness of a finite layer is $L_k=2(n_0/n_k)(\lambda_k-\lambda_{k-1})\sqrt t$. The oxygen taken up per area is $n_0\int_0^tG_1t'^{-1/2}dt'=2n_0G_1\sqrt t$.

**Comparison without the similarity assumption.** The same conservation law was integrated by explicit steps on fixed cells, with the flux written as the gradient of a function $U(X)$. The slope of $U$ is $\Delta_k$ inside a phase and zero in the composition gaps, so no front and no square-root law is imposed. For dimensionless $\Delta=(1,0.4,0.7,0.9)$, $\delta=(0.3,0.25,0.2,0.15)$ and $\mu=(0.2,0.3,0.25)$, equation (1) puts the boundaries at 0.487, 0.684 and 1.114 for $t=1$. The cells, 0.01 wide near the surface, give 0.486, 0.682 and 1.114. At $t=0.25$ they give 0.240, 0.340 and 0.557, half as far within one cell.

## Why there is one solution

Consider, for $0<\lambda_1<\dots<\lambda_N$,

$$F=\sum_j\mu_j\lambda_j^2-\sum_k\Delta_k\delta_k\ln E_k .$$

Since $\partial E_j/\partial\lambda_j=2e^{-\lambda_j^2/\Delta_j}/\sqrt{\pi\Delta_j}$, and $E_{j+1}$ contributes with the opposite sign,

$$\frac{\partial F}{\partial\lambda_j}=2\left[\mu_j\lambda_j-G_je^{-\lambda_j^2/\Delta_j}+G_{j+1}e^{-\lambda_j^2/\Delta_{j+1}}\right].$$

The flux balances are therefore the conditions for a stationary point of $F$.

*A minimum exists.* Because $0<E_k\le1$, no term of $F$ is negative. If a layer thickness goes to zero, $-\ln E_k\to\infty$; if $\lambda_N\to\infty$, the quadratic term diverges. The minimum therefore lies inside the domain, where all layers are present.

*It is unique.* For one phase let $p$ and $q$ be its scaled ends, $Z=\int_p^qe^{-x^2}dx$, $A=e^{-q^2}/Z$ and $B=e^{-p^2}/Z$. The function $h=-\ln Z$ has $h_q=-A$, $h_p=B$ and

$$h_{qq}=A(A+2q),\qquad h_{pp}=B(B-2p),\qquad h_{pq}=-AB .$$

Let $\bar x$ be the mean of $x$ over $(p,q)$ with weight $e^{-x^2}$. From $\int_p^q2xe^{-x^2}dx=e^{-p^2}-e^{-q^2}$ follows $B-A=2\bar x$. The row sums are

$$h_{qq}+h_{pq}=2A(q-\bar x)>0,\qquad h_{pp}+h_{pq}=2B(\bar x-p)>0,$$

because a mean lies between the ends. In the first phase $p=0$ is fixed and $h_{qq}>0$ remains. In the last, $q=\infty$, $A=0$ and $h_{pp}=2B(\bar x-p)>0$. Up to constants in $E_k$, phase $k$ contributes $\Delta_k\delta_kh$ to $F$, hence $\delta_k$ times these second derivatives; the jumps add $2\mu_j$ to the diagonal. The full matrix $H$ of second derivatives thus has negative couplings between neighbours and positive row sums. Such a symmetric matrix is positive definite, so $F$ is strictly convex and has a single stationary point. It can be found by Newton steps, shortened when they would disorder the boundaries or raise $F$.

## How one parameter moves all boundaries

Every entry of $H^{-1}$ is positive. To see this, let $Hu=b$ with $b\ge0$, $b\ne0$, and let $u_i$ be the smallest component. Since the couplings are negative, $(Hu)_i\le u_i\sum_jH_{ij}$. A negative $u_i$ would make $b_i$ negative, which is excluded. If $u_i=0$, then $b_i\ge0$ forces the neighbours of $u_i$ to vanish, then theirs, and finally all of $u$, contradicting $b\ne0$. So all $u_i>0$.

**Jumps.** Differentiating $\nabla F=0$ with respect to $\mu_j$, at fixed $\delta$ and $\Delta$, gives

$$\frac{\partial\lambda_i}{\partial\mu_j}=-2\lambda_j(H^{-1})_{ij}<0 .$$

A larger jump at any boundary slows all of them.

**Diffusivities.** Let $g^{(k)}$ and $H^{(k)}$ be the gradient and second derivatives of the term of phase $k$ in $F$. Replacing $\lambda$ by $s\lambda$ and $\Delta_k$ by $s^2\Delta_k$ leaves $E_k$ unchanged and multiplies $g^{(k)}$ by $s$. Differentiation at $s=1$ gives $H^{(k)}\lambda+2\,\partial g^{(k)}/\partial\ln\Delta_k=g^{(k)}$. Therefore

$$\frac{\partial\lambda}{\partial\ln\Delta_k}=\tfrac12H^{-1}v^{(k)},\qquad v^{(k)}=H^{(k)}\lambda-g^{(k)} .$$

For the outermost phase $v^{(1)}$ has one component, $\delta_1A(A+2q)\lambda_1+\sqrt{\Delta_1}\,\delta_1A>0$: faster diffusion there advances every boundary. For the metal the single component is $\sqrt{\Delta_{N+1}}\,\delta_{N+1}B\,[2p(\bar x-p)-1]$. With $x=p+u$ the weight is $e^{-2pu}e^{-u^2}$. The second factor decreases with $u$ and pulls the mean of $u$ below the value $1/(2p)$ that the first alone would give. The bracket is negative, so faster diffusion in the metal slows every boundary: it draws oxygen away from the fronts.

**Limit.** If all $\Delta_k$ are multiplied by one factor, each $\lambda_i$ must grow as its square root. Indeed $\sum_kv^{(k)}=H\lambda$, because the jump terms cancel at the solution, and the logarithmic sensitivities of each $\lambda_i$ sum to $\tfrac12$.

## Two limits of the layered system

**Straight profiles.** Averaging $G_ke^{-x^2}$ over the scaled interval of a finite layer gives $\Delta_k\delta_k/[2(\lambda_k-\lambda_{k-1})]$, the flux constant of a straight profile. The true flux is larger at the outer end and smaller at the inner end, because the layer stores oxygen. Straight profiles therefore overstate the supply to each boundary and understate the loss to a finite layer behind it. They correspond to a function $F_s$ in which $\ln(\lambda_k-\lambda_{k-1})$ replaces $\ln E_k$ for the finite layers. Its second derivatives have the same sign structure, as does their average $\bar H$ along the line from the true $\lambda$ to the straight-profile $\lambda_s$. At the true solution $\nabla F_s=-r$ with all $r_j>0$, so $\bar H(\lambda_s-\lambda)=r$ and every $\lambda$ is overestimated. The error disappears when $\lambda_k^2/\Delta_k\to0$ in the finite layers.

**A slow middle layer.** Let $\Delta_2\to0$ in a system with two boundaries. They approach a common $\lambda$. Write $S=\mu_2\lambda+\Gamma$ for the flux constant needed at the inner one, where $\Gamma$ goes into the metal. In the thin layer $q^2-x^2\approx2q(q-x)$, and the balance becomes

$$S=\frac{\lambda\delta_2}{e^{2\lambda(\lambda_2-\lambda_1)/\Delta_2}-1},\qquad \lambda_2-\lambda_1=\frac{\Delta_2}{2\lambda}\ln\left(1+\frac{\lambda\delta_2}{S}\right).$$

The layer thins in proportion to its diffusivity but does not vanish. The flux constant at its outer side is $S+\lambda\delta_2$. Adding both balances gives one boundary with jump $\mu_1+\delta_2+\mu_2$, as it should.

## Zirconium in oxygen at 1473 K

Near this temperature the sequence is ZrO$_2$, oxygen-rich alpha-Zr and beta-Zr, so $N=2$. The parameters are rough typical values:

| Phase | $D$ (cm²/s) | $X$, outer to inner |
|---|---|---|
| oxide | $2\times10^{-6}$ | 2.00 to 1.95 |
| alpha | $1\times10^{-7}$ | 0.41 to 0.11 |
| beta | $1.7\times10^{-6}$ | 0.04 to 0 |

The swelling ratio 1.5 gives $\Delta_1=2\times10^{-6}/1.5^2=8.89\times10^{-7}$ cm²/s; the two metal phases are given equal density. The jumps are $\mu_1=1.95-0.41=1.54$ and $\mu_2=0.11-0.04=0.07$. Minimising $F$ gives

$$\lambda_1=9.00\times10^{-5},\qquad\lambda_2=2.71\times10^{-4}\ \text{cm/s}^{1/2}.$$

At $t=300$ s, $y_1=2\lambda_1\sqrt{300}=31.2$ µm and $y_2=93.9$ µm. The oxide is $1.5\times31.2=46.8$ µm thick and the alpha layer $93.9-31.2=62.7$ µm. The parabolic constants $L^2/t$ are $7.3\times10^{-8}$ and $1.31\times10^{-7}$ cm²/s. The fixed-cell integration, with cells of 1.25 µm near the surface, puts the boundaries at 31.2 and 93.8 µm; cells twice as wide lower both by about 0.1 µm.

The uptake is $3.68\times10^{20}$ oxygen atoms/cm², or 9.8 mg/cm². Integrating the profiles places 72 % in the oxide, 18 % in alpha and 10 % in beta. On a metal that dissolves nothing the oxide would reach 55.2 µm, so dissolution thins it by 15 %.

The sensitivities $\partial\ln\lambda_i/\partial\ln D_k$, at fixed compositions and densities, are

| | oxide | alpha | beta |
|---|---|---|---|
| $\lambda_1$ | 0.595 | −0.072 | −0.023 |
| $\lambda_2$ | 0.129 | 0.464 | −0.094 |

Each row sums to ½. Faster diffusion in alpha advances the inner boundary and holds back the outer one. Raising $D_\alpha$ by half takes the alpha layer from 62.7 to 83.7 µm and the oxide from 46.8 to 45.2 µm. Lowering it a hundredfold leaves 0.98 µm of alpha. That is a factor of 64, not 100, since the original layer is outside the thin-layer limit.

Straight profiles in oxide and alpha, with the error function kept in beta, overestimate $\lambda_1$ by 13 % and $\lambda_2$ by 26 %. The oxide is close to the straight limit, $\lambda_1^2/\Delta_1=0.009$, but alpha is not, $\lambda_2^2/\Delta_2=0.73$. With all spans $\delta_k$ divided by 100 at fixed jumps, the errors fall to 0.2 % and 0.7 %.

## Where the square-root law fails

The law demands an infinite flux at $t=0$, which no gas can supply. At 300 s the demand is $6.1\times10^{17}$ oxygen atoms/cm²s. Kinetic theory gives the arrival rate from O$_2$ at 100 Torr, taken here at 1473 K. If one arriving molecule in a thousand is captured (an assumed value), demand is 1.9 % of supply. Demand varies as $t^{-1/2}$, so the two are equal at $300\times0.019^2\approx0.1$ s. Supply-limited growth has by then taken up only half the oxygen that the square-root law assumes, so the supply goes on setting the rate until somewhat more than twice that time, about 0.25 s.

Reaction heat matters longer. At roughly 6 eV per oxygen atom the flux releases 0.59 W/cm². Steady radiation with emissivity 0.8 to surroundings at 1473 K then requires the metal to be 10 K hotter. For a rough activation energy of 1.7 eV in $L^2/t$, a constant excess of 10 K would raise the growth constant $\lambda$ by $E_a\,\delta T/(2k_BT^2)\approx5\,\%$. In the steady balance the heating falls as $t^{-1/2}$, so its mean over the 300 s is twice the final value, and the growth by then is roughly 10 % larger. The steady balance does not hold in the first seconds: a plate of 1 mm half-thickness takes about 3 s to warm up. With the flux held at its isothermal value the heating then peaks near 100 K. The hotter metal oxidises faster and releases more heat, which raises the peak to roughly 200 K for a heat capacity of $3k_B$ per metal atom and the extra growth at 300 s to about 12 %. The constant-temperature law is not reliable in those seconds.

In a plate of 1 mm half-thickness oxidised from both sides, adding the two beta profiles gives $X\approx2\times10^{-4}$ at the midplane after 300 s, against 0.04 at the edge of beta. The infinite-metal assumption still serves; it fails once the midplane fills.

For the real metal, layers of tens of micrometres within minutes are the right order of size, but the rough inputs do not support a closer prediction. An error in $D_\alpha$ passes mainly into the alpha thickness, as the response above shows. A diffusivity that varies with composition within a phase keeps the square-root law, because $X$ still depends on $y/\sqrt t$ alone, but changes $\lambda_j$. Cracking of the oxide breaks the law itself by giving the gas a shorter path; its effect is not estimated here.
